# Damped Newton iteration for Poisson balance in gated films with tail states: a program that tests the result

```python
# RESULT UNDER TEST
# The equilibrium potential phi(x) = (E_F - E_c)/e of a gated film minimizes
#   F = int [eps phi'^2/2 + P(phi) - N_D phi] dx + C_i (phi(0) - V)^2 / 2,
# where P' = n is the electron density (band + exponential tail). Newton steps
# with the analytic Jacobian and Armijo halving converge from any start:
#   accepted step t >= min(1, kT/(2 max|p|)), and after a full step
#   delta_new <= exp(delta) (exp(delta) - 1 - delta), delta = max|p|/kT.
# Units: V, eV, nm, elementary charge. p = Newton step, D = p.J.p,
# C_i = insulator capacitance per area, V = gate drive + neutral potential.
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.special import expit
from scipy.linalg import solveh_banded
from scipy.optimize import brentq
from scipy.integrate import solve_bvp
from scipy.interpolate import CubicSpline

temperature = 300.0
kT = sc.k * temperature / sc.e
eps0 = sc.epsilon_0 / sc.e * 1e-9
thickness, eps_rel = 30.0, 10.0
ins_thickness, ins_rel = 100.0, 4.0
eps = eps_rel * eps0
C_i = ins_rel * eps0 / ins_thickness
N_D, N_t, E_t = 1e-4, 5e-3, 0.06
mass, band_top, tail_depth = 0.3, 1.5, 1.5
armijo = 0.1
step_tol = 1e-10

# Levels: Gauss-Legendre panels for the tail, E = s^2 substitution for the band
node, wt = np.polynomial.legendre.leggauss(10)
edges = np.linspace(-tail_depth, 0.0, 16)
half = 0.5 * np.diff(edges)[:, None]
E_tail = (0.5 * (edges[1:] + edges[:-1])[:, None] + half * node).ravel()
w_tail = (half * wt).ravel() * N_t / E_t * np.exp(E_tail / E_t)
k2 = 2 * mass * sc.m_e * sc.e / sc.hbar**2 * 1e-18
node, wt = np.polynomial.legendre.leggauss(80)
root_E = 0.5 * np.sqrt(band_top) * (node + 1)
E_band = root_E**2
w_band = 0.5 * np.sqrt(band_top) * wt * 2 * root_E**2 * k2**1.5 / (2 * np.pi**2)
E_all = np.concatenate([E_tail, E_band])
w_all = np.concatenate([w_tail, w_band])
N_c = 2 * (k2 * kT / (4 * np.pi))**1.5


def occupation(phi):
    """P, its first derivative (density) and its second derivative."""
    z = (phi[:, None] - E_all) / kT
    f = expit(z)
    return (kT * np.logaddexp(0, z) @ w_all, f @ w_all,
            (f * expit(-z)) @ w_all / kT)


def make_mesh(intervals, grading=4.0):
    s = np.linspace(0, 1, intervals + 1)
    x = thickness * np.expm1(grading * s) / np.expm1(grading)
    h = np.diff(x)
    m = np.zeros(intervals + 1)
    m[:-1] += h / 2
    m[1:] += h / 2
    return x, h, m


def energy(phi, V, mesh):
    x, h, m = mesh
    P = occupation(phi)[0]
    return (np.sum(eps * np.diff(phi)**2 / (2 * h)) + m @ (P - N_D * phi)
            + C_i * (phi[0] - V)**2 / 2)


def gradient_jacobian(phi, V, mesh):
    """Residual and upper-banded tridiagonal Jacobian."""
    x, h, m = mesh
    _, n, dn = occupation(phi)
    flux = eps * np.diff(phi) / h
    g = m * (n - N_D)
    g[:-1] -= flux
    g[1:] += flux
    g[0] += C_i * (phi[0] - V)
    band = np.zeros((2, len(phi)))
    band[1] = m * dn
    band[1, :-1] += eps / h
    band[1, 1:] += eps / h
    band[1, 0] += C_i
    band[0, 1:] = -eps / h
    return g, band


def newton(start, V, mesh, damped=True, max_iter=100):
    phi = start.copy()
    history = []
    for _ in range(max_iter):
        F = energy(phi, V, mesh)
        g, band = gradient_jacobian(phi, V, mesh)
        p = solveh_banded(band, -g)
        size, D, t = np.max(np.abs(p)), -g @ p, 1.0
        if damped and size > kT:
            while energy(phi + t * p, V, mesh) > F - armijo * t * D:
                t /= 2
        history.append(dict(phi=phi.copy(), p=p, F=F, size=size, D=D, t=t))
        phi = phi + t * p
        if size < step_tol:
            return phi, history, True
    return phi, history, False


def dense(band):
    return np.diag(band[1]) + np.diag(band[0, 1:], 1) + np.diag(band[0, 1:], -1)


# --- densities against closed forms ---
def tail_closed(phi):
    b = kT / E_t
    return N_t * float(mp.re(mp.hyp2f1(1, b, 1 + b, -mp.exp(-phi / kT))))


def band_closed(phi):
    return -N_c * float(mp.re(mp.polylog(1.5, -mp.exp(phi / kT))))


density_error = 0.0
for v in (-0.4, -0.25, -0.1, 0.03, 0.2):
    nt = expit((v - E_tail) / kT) @ w_tail
    nb = expit((v - E_band) / kT) @ w_band
    density_error = max(density_error, abs(nt / tail_closed(v) - 1),
                        abs(nb / band_closed(v) - 1))
assert density_error < 1e-6
b = kT / E_t
tail_factor = np.pi * b / np.sin(np.pi * b)
deep_ratio = N_t * np.exp(-0.3 / E_t) * tail_factor / tail_closed(-0.3)
assert abs(deep_ratio - 1) < 2e-3

phi_b = brentq(lambda v: occupation(np.array([v]))[1][0] - N_D, -1.0, 0.3,
               xtol=1e-14)
drive = 10.0
V = phi_b + drive

# --- derivatives and capacitance bound on a small mesh ---
small = make_mesh(12)
rng = np.random.default_rng(3)
trial = -0.15 + 0.1 * rng.uniform(-1, 1, 13)
g, band = gradient_jacobian(trial, V, small)
dv = 1e-4
g_fd = np.zeros(13)
J_fd = np.zeros((13, 13))
for i in range(13):
    e = np.zeros(13)
    e[i] = dv
    g_fd[i] = (energy(trial + e, V, small) - energy(trial - e, V, small)) / (2 * dv)
    J_fd[:, i] = (gradient_jacobian(trial + e, V, small)[0]
                  - gradient_jacobian(trial - e, V, small)[0]) / (2 * dv)
charge_part = np.max(small[2] * occupation(trial)[2])
gradient_error = np.max(np.abs(g_fd - g))
jacobian_error = np.max(np.abs(J_fd - dense(band))) / charge_part
assert gradient_error < 1e-7
assert jacobian_error < 1e-4
assert np.linalg.eigvalsh(dense(band))[0] > 0
A = dense(band) - np.diag(small[2] * occupation(trial)[2])
C_s = 1 / (1 / C_i + thickness / eps)
assert abs(np.max(np.diag(np.linalg.inv(A))) * C_s - 1) < 1e-9

# --- damped and undamped iterations from two starts ---
mesh = make_mesh(240)
neutral = np.full(241, phi_b)
empty = np.full(241, -1.0)
phi, hist_n, ok_n = newton(neutral, V, mesh)
phi_e, hist_e, ok_e = newton(empty, V, mesh)
assert ok_n and ok_e
start_difference = np.max(np.abs(phi - phi_e))
assert start_difference < 1e-9
least_ratio = np.inf
for hist in (hist_n, hist_e):
    for k, r in enumerate(hist):
        assert r["t"] >= min(1, kT / (2 * r["size"])) * (1 - 1e-12)
        ts = min(1, kT / r["size"])
        drop = r["F"] - energy(r["phi"] + ts * r["p"], V, mesh)
        assert drop >= (3 - np.e) * ts * r["D"] - 1e-13
        if r["D"] > 1e-9:
            least_ratio = min(least_ratio, drop / (ts * r["D"]))
        if k + 1 < len(hist):
            assert hist[k + 1]["F"] <= r["F"] + 1e-13
            delta = r["size"] / kT
            if r["t"] == 1 and delta <= 1:
                bound = np.exp(delta) * (np.expm1(delta) - delta)
                assert hist[k + 1]["size"] / kT <= bound + 1e-8
contraction_limit = brentq(lambda q: np.exp(q) * (np.expm1(q) - q) - q, 0.1, 2)
damped_bound = 4 * (hist_e[0]["F"] - energy(phi, V, mesh)) / (armijo * C_s * kT**2)

_, plain_n, plain_ok_n = newton(neutral, V, mesh, damped=False)
last, plain_e, plain_ok_e = newton(empty, V, mesh, damped=False)
cycle = [plain_e[-2]["phi"][0], plain_e[-1]["phi"][0]]
assert not plain_ok_e
assert abs(last[0] - cycle[0]) < 1e-6 * abs(cycle[0] - cycle[1])

# --- independent collocation solution with closed-form densities ---
table = np.arange(-0.5, 0.4001, 0.005)
log_n = CubicSpline(table, np.log([tail_closed(v) + band_closed(v) for v in table]))
assert table[0] < phi.min() and phi.max() < table[-1]
mesh_runs = {}
for intervals in (40, 80):
    mm = make_mesh(intervals)
    sol, hist, ok = newton(np.full(intervals + 1, phi_b), V, mm)
    assert ok
    mesh_runs[intervals] = (mm[0], sol, len(hist))
x80, phi80, _ = mesh_runs[80]
ref = solve_bvp(lambda x, y: np.vstack([y[1], (np.exp(log_n(y[0])) - N_D) / eps]),
                lambda ya, yb: np.array([eps * ya[1] / C_i + V - ya[0], yb[1]]),
                x80, np.vstack([phi80, np.gradient(phi80, x80)]),
                tol=1e-8, max_nodes=20000)
assert ref.status == 0
mesh_runs[240] = (mesh[0], phi, len(hist_n))
mesh_error = {k: np.max(np.abs(r[1] - ref.sol(r[0])[0])) for k, r in mesh_runs.items()}
order_ratio = mesh_error[40] / mesh_error[80]
assert mesh_error[240] < 2e-5
assert 3.3 < order_ratio < 4.7


# --- gate charge and capacitance ---
def capacitance(phi, V):
    rhs = np.zeros(len(phi))
    rhs[0] = C_i
    response = solveh_banded(gradient_jacobian(phi, V, mesh)[1], rhs)
    return C_i * (1 - response[0])


V1, dV = phi_b + 1.0, 1e-3
mid, up, down = [newton(neutral, v, mesh)[0] for v in (V1, V1 + dV, V1 - dV)]
charge = C_i * (V1 - mid[0])
charge_fd = (energy(up, V1 + dV, mesh) - energy(down, V1 - dV, mesh)) / (2 * dV)
cap_fd = C_i * (1 - (up[0] - down[0]) / (2 * dV))
assert abs(charge_fd / charge - 1) < 1e-5
assert abs(cap_fd / capacitance(mid, V1) - 1) < 1e-5

# --- printed numbers ---
to_uF = sc.e * 1e18 * 1e6 * 1e-4
print(f"T {temperature:.0f} K, kT {kT:.6f} eV; eps0 {eps0:.6f} e/(V nm)")
print(f"film {thickness:.0f} nm, eps_r {eps_rel:.0f}; insulator "
      f"{ins_thickness:.0f} nm, eps_r {ins_rel:.0f}")
print(f"N_D {N_D:.1e}, N_t {N_t:.1e}, N_c {N_c:.4e} nm^-3")
print(f"tail width {E_t:.3f} eV, depth {tail_depth} eV; mass {mass} m_e, "
      f"band top {band_top} eV")
print(f"levels: tail {len(E_tail)}, band {len(E_band)}; Armijo c {armijo}; "
      f"step tolerance {step_tol:.0e} V")
print(f"C_i {C_i:.6e} e/(V nm^2) = {C_i * to_uF:.5f} uF/cm^2; "
      f"C_s {C_s:.6e} e/(V nm^2)")
print(f"neutral potential phi_b {phi_b:.6f} V; V at 10 V drive {V:.6f} V")
print(f"largest relative density error {density_error:.1e}")
print(f"kT/E_t {b:.5f}, tail factor {tail_factor:.5f}, "
      f"deep-tail formula/closed form at -0.3 V {deep_ratio:.6f}")
print(f"gradient error {gradient_error:.1e} e/nm^2; "
      f"relative Jacobian error {jacobian_error:.1e}")
print("damped run, empty start: k, F (eV/nm^2), max|p| (V), t, phi(0) before (V)")
for k, r in enumerate(hist_e):
    print(f"{k:3d} {r['F']:.9f} {r['size']:.3e} {r['t']:.6f} {r['phi'][0]:.6f}")
print(f"damped iterations: neutral {len(hist_n)}, empty {len(hist_e)}; "
      f"solutions differ by {start_difference:.1e} V")
print(f"undamped: neutral converged {plain_ok_n} in {len(plain_n)}; "
      f"empty converged {plain_ok_e} in {len(plain_e)}")
print(f"undamped cycle of phi(0): {cycle[0]:.3f} and {cycle[1]:.3f} V")
print(f"least drop/(t D) at safe step {least_ratio:.4f}; guarantee {3 - np.e:.4f}")
print(f"contraction for delta below {contraction_limit:.4f}; "
      f"bound on damped steps {damped_bound:.2e}")
for k in (40, 80, 240):
    print(f"mesh {k}: error {mesh_error[k]:.2e} V, iterations {mesh_runs[k][2]}")
print(f"error ratio 40/80 intervals {order_ratio:.3f}")
print(f"1 V drive: gate charge {charge:.6e}, from dF/dV {charge_fd:.6e} e/nm^2")
print(f"1 V drive: C/C_i {capacitance(mid, V1) / C_i:.6f}, "
      f"from differences {cap_fd / C_i:.6f}")
print("drive (V), phi(0) (V), phi(d) (V), free, trapped (nm^-2), C/C_i")
for u in (-1.0, 0.0, 1.0, 2.0, 5.0, 10.0):
    s, _, ok = newton(neutral, phi_b + u, mesh)
    assert ok
    free = mesh[2] @ (expit((s[:, None] - E_band) / kT) @ w_band)
    trapped = mesh[2] @ (expit((s[:, None] - E_tail) / kT) @ w_tail)
    print(f"{u:5.1f} {s[0]:.5f} {s[-1]:.5f} {free:.4e} {trapped:.4e} "
          f"{capacitance(s, phi_b + u) / C_i:.5f}")
print(f"10 V: free {free * 1e14:.4e}, trapped {trapped * 1e14:.4e} cm^-2; "
      f"free share {free / (free + trapped):.4f}")
print(f"10 V: capacitance {capacitance(s, V) * to_uF:.5f} uF/cm^2")
print("all tests passed")
```

Running it gives:

```
T 300 K, kT 0.025852 eV; eps0 0.055263 e/(V nm)
film 30 nm, eps_r 10; insulator 100 nm, eps_r 4
N_D 1.0e-04, N_t 5.0e-03, N_c 4.1234e-03 nm^-3
tail width 0.060 eV, depth 1.5 eV; mass 0.3 m_e, band top 1.5 eV
levels: tail 150, band 80; Armijo c 0.1; step tolerance 1e-10 V
C_i 2.210540e-03 e/(V nm^2) = 0.03542 uF/cm^2; C_s 1.973696e-03 e/(V nm^2)
neutral potential phi_b -0.254325 V; V at 10 V drive 9.745675 V
largest relative density error 7.9e-09
kT/E_t 0.43087, tail factor 1.38617, deep-tail formula/closed form at -0.3 V 1.000740
gradient error 2.1e-09 e/nm^2; relative Jacobian error 4.7e-07
damped run, empty start: k, F (eV/nm^2), max|p| (V), t, phi(0) before (V)
  0 0.130624995 1.218e+01 0.062500 -1.000000
  1 0.111239704 6.344e-01 0.250000 -0.243644
  2 0.108455425 1.178e-01 1.000000 -0.085042
  3 0.107874504 2.426e-02 1.000000 0.032768
  4 0.107763793 4.300e-03 1.000000 0.008506
  5 0.107761170 1.271e-04 1.000000 0.004207
  6 0.107761168 1.102e-07 1.000000 0.004080
  7 0.107761168 8.446e-14 1.000000 0.004080
damped iterations: neutral 7, empty 8; solutions differ by 3.1e-17 V
undamped: neutral converged True in 10; empty converged False in 100
undamped cycle of phi(0): -18662.037 and 11.103 V
least drop/(t D) at safe step 0.5003; guarantee 0.2817
contraction for delta below 0.7370; bound on damped steps 6.93e+05
mesh 40: error 1.10e-04 V, iterations 7
mesh 80: error 2.76e-05 V, iterations 7
mesh 240: error 3.06e-06 V, iterations 7
error ratio 40/80 intervals 3.998
1 V drive: gate charge 2.079024e-03, from dF/dV 2.079024e-03 e/nm^2
1 V drive: C/C_i 0.950739, from differences 0.950739
drive (V), phi(0) (V), phi(d) (V), free, trapped (nm^-2), C/C_i
 -1.0 -0.35532 -0.30492 5.7271e-07 1.0121e-03 0.84950
  0.0 -0.25433 -0.25433 6.6053e-06 2.9934e-03 0.92727
  1.0 -0.19483 -0.23587 2.3957e-05 5.0551e-03 0.95074
  2.0 -0.15227 -0.22641 6.3125e-05 7.1324e-03 0.96305
  5.0 -0.07068 -0.21439 5.0525e-04 1.3141e-02 0.97960
 10.0 0.00408 -0.20812 3.7048e-03 2.0829e-02 0.98877
10 V: free 3.7048e+11, trapped 2.0829e+12 cm^-2; free share 0.1510
10 V: capacitance 0.03502 uF/cm^2
all tests passed
```
